# Drift current in a shorted trap-free electret from its electrode fields

## Problem

A homogeneous dielectric film fills $0<x<L$ between two plane electrodes joined by a wire. It contains mobile positive charge of density $\rho(x,t)\ge 0$. The carriers have constant mobility $\mu$, and the permittivity is $\varepsilon$. There are no traps, no other charges, no injection from the electrodes and no diffusion. The electrodes are of the same metal, so the short circuit imposes

$$\int_0^L E(x,t)\,dx=0 .$$

(a) Express the current density $J(t)$, positive towards $+x$ inside the film, through the fields $E(0,t)$ and $E(L,t)$ just inside the two surfaces.

(b) Find the current when the initial charge profile is mirror-symmetric about $x=L/2$.

(c) A charge of 50 nC/cm² initially fills uniformly the first 10 µm, next to the left electrode, of a 25 µm film. The relative permittivity is 2.1 and the mobility $10^{-10}$ cm²/Vs. Find the initial current and its later course.

## A tempting solution

The drift current is $\mu\rho E$. The wire carries one current for the whole film, so we average over the thickness, writing $\langle\cdot\rangle$ for the average:

$$J=\mu\langle\rho E\rangle=\mu\langle\rho\rangle\langle E\rangle=0,$$

because the short circuit makes $\langle E\rangle=0$. A shorted electret would then give no drift current, whatever its profile.

## Where it fails

The first equality is correct, as shown below. The second replaces the average of a product by the product of averages. With $\delta\rho=\rho-\langle\rho\rangle$ and $\langle E\rangle=0$, what remains is

$$\langle\rho E\rangle=\langle\delta\rho\,E\rangle ,$$

which need not vanish, since the charge itself shapes the field. In (c) the charge sits mostly where the field points to the left, so a current must flow. The symmetric case (b) cannot expose the error, because there the true current is zero as well.

## Solution of (a)

Gauss's law and charge conservation read

$$\varepsilon\frac{\partial E}{\partial x}=\rho,\qquad \frac{\partial\rho}{\partial t}+\frac{\partial}{\partial x}(\mu\rho E)=0 .$$

Inserting the first into the second gives

$$\frac{\partial}{\partial x}\left(\varepsilon\frac{\partial E}{\partial t}+\mu\rho E\right)=0 .$$

The bracket, displacement plus drift current, is therefore the same at every $x$. It is the current $J(t)$ that the wire carries. Averaging it over the film,

$$J=\frac{\varepsilon}{L}\frac{d}{dt}\int_0^L E\,dx+\frac{\mu}{L}\int_0^L\rho E\,dx .$$

The first term vanishes by the short-circuit condition. In the second, Gauss's law replaces $\rho$:

$$J=\frac{\varepsilon\mu}{L}\int_0^L E\frac{\partial E}{\partial x}\,dx=\frac{\varepsilon\mu}{L}\int_0^L\frac{\partial}{\partial x}\frac{E^2}{2}\,dx ,$$

$$\boxed{J(t)=\frac{\varepsilon\mu}{2L}\left[E(L,t)^2-E(0,t)^2\right]}$$

For a given film and carrier, two profiles with the same squared electrode fields thus give the same current, however they differ inside. For negative carriers the drift velocity is $-\mu E$, the drift current is $-\mu\rho E$, and the right side changes sign.

The electrode fields do depend on the charge. Integrating the short-circuit condition by parts,

$$0=\int_0^L E\,dx=L\,E(L)-\int_0^L x\frac{\partial E}{\partial x}\,dx=L\,E(L)-\frac1\varepsilon\int_0^L x\rho\,dx .$$

Let $Q=\int_0^L\rho\,dx$ be the charge per area and $X=\frac1Q\int_0^L x\rho\,dx$ its centroid. Since $E(L)-E(0)=Q/\varepsilon$,

$$E(L)=\frac{QX}{\varepsilon L},\qquad E(0)=-\frac{Q(L-X)}{\varepsilon L}.$$

The difference of squares is $[E(L)-E(0)]\,[E(L)+E(0)]$, so

$$J=\frac{\varepsilon\mu}{2L}\cdot\frac{Q}{\varepsilon}\cdot\frac{Q(2X-L)}{\varepsilon L}=\frac{\mu Q^2}{\varepsilon L^2}\left(X-\frac L2\right).$$

The charge drives current towards the electrode nearer to its centroid. Because $E(0)<0<E(L)$, carriers at both surfaces move outwards, and no condition on incoming charge is needed.

The law was tested on a density falling linearly from $2Q/L$ at $x=0$ to zero at $x=L$. This charge was divided into 600 thin sheets, each moving in the field of all of them, for a time $5\varepsilon L/(\mu Q)$. The passed charge was taken from its definition, displacement plus charge crossing the midplane. It differed from the time integral of the boxed law by at most 0.18 % of the largest passed charge.

## Solution of (b)

If $\rho(x)=\rho(L-x)$, then $X=L/2$ and $J=0$ at that instant. It remains to show that the symmetry lasts. Define the reflected state

$$\tilde\rho(x,t)=\rho(L-x,t),\qquad \tilde E(x,t)=-E(L-x,t).$$

It obeys the same equations:

- Gauss's law holds, since $\partial\tilde E/\partial x=E'(L-x)=\tilde\rho/\varepsilon$, where the prime is the derivative with respect to the argument.
- The integral of $\tilde E$ over the film is zero.
- Charge is conserved: $\partial_x(\mu\tilde\rho\tilde E)=+\mu(\rho E)'(L-x)$, while $\partial_t\tilde\rho=-\mu(\rho E)'(L-x)$, and the two cancel.

The two states start equal, and the initial charge determines the later motion, so they stay equal. Hence $E(L,t)=-E(0,t)$ and $J(t)=0$ at all later times.

The film still discharges. Equal streams leave through the two surfaces, and each cancels image charge on the electrode it reaches. As an example, 600 sheets were placed at $x=\frac L2\left(1+\operatorname{sgn}(w)|w|^{0.6}\right)$, with $w$ evenly spaced between $-1$ and $1$. After $5\varepsilon L/(\mu Q)$ the film had lost 86 % of its charge, while the charge passed round the circuit stayed below $10^{-15}Q$.

Zero current at one instant does not prove symmetry, since it needs only $X=L/2$. Put one third of the charge uniformly in $0<x<0.2L$ and two thirds in $0.6L<x<0.8L$. The centroid is $\frac13(0.1L)+\frac23(0.7L)=0.5L$, and the current starts at zero. To see what follows, take the rate of change of the first moment:

$$\frac{d}{dt}\int_0^L x\rho\,dx=-\int_0^L x\frac{\partial}{\partial x}(\mu\rho E)\,dx=-L\mu\rho(L)E(L)+LJ .$$

No charge has reached $x=L$ yet, so the moment $QX$ is initially stationary. Charge leaves at $x=0$, so $Q$ falls, $X$ rises above $L/2$, and a positive current sets in. In a sheet calculation of the same duration as before, $0.096\,Q$ passed round the circuit.

## Solution of (c)

Let the initial layer have depth $d$ and density $\rho_0=Q_0/d$, with $Q_0$ the initial charge per area. Along a carrier path, $dx/dt=\mu E$, and charge conservation gives

$$\frac{d\rho}{dt}=\frac{\partial\rho}{\partial t}+\mu E\frac{\partial\rho}{\partial x}=-\mu\rho\frac{\partial E}{\partial x}=-\frac{\mu\rho^2}{\varepsilon}.$$

Hence $1/\rho=1/\rho_0+\mu t/\varepsilon$, or

$$\rho=\frac{\rho_0}{1+t/\tau},\qquad \tau=\frac{\varepsilon}{\mu\rho_0}.$$

This is the same for all carriers, so the layer stays uniform. It keeps touching the left electrode, where carriers leave, while its front $s(t)$ moves right. There is no charge beyond the front, so $E(s)=E(L)$. With $Q=\rho s$ and $X=s/2$,

$$\frac{ds}{dt}=\mu\,\frac{\rho s^2}{2\varepsilon L}=\frac{s^2}{2L(\tau+t)},$$

where $\mu\rho/\varepsilon=1/(\tau+t)$ was used. Dividing by $s^2$ and integrating from $s=d$,

$$\frac1d-\frac1s=\frac{1}{2L}\ln\left(1+\frac t\tau\right).$$

The centroid formula gives the current before the front arrives:

$$J=-\frac{\mu\rho^2s^2(L-s)}{2\varepsilon L^2}.$$

Setting $s=L$ gives the arrival time

$$t^*=\tau\left(e^{2L/d-2}-1\right).$$

From then on the charge fills the film uniformly. By (b) the current is zero, although charge remains.

**Start.** The density is 50 µC/cm³ and $\tau=37.2$ s. The centroid lies at 5 µm, so $E(0)=-0.8\,Q_0/\varepsilon=-0.215$ MV/cm and $E(L)=0.2\,Q_0/\varepsilon=0.054$ MV/cm. Since $\mu Q_0/\varepsilon=d/\tau$,

$$J(0)=\frac{Q_0}{\tau}\,\frac{d\,(X-L/2)}{L^2}=\frac{50\ \text{nC/cm}^2}{37.19\ \text{s}}\cdot\frac{10\,(5-12.5)}{25^2}=-161\ \text{pA/cm}^2 .$$

The tempting solution gave zero.

**Course.** The current falls in size to 10.3 pA/cm² at 142 s and 2.1 pA/cm² at 355 s. It stops at $t^*=37.19\,(e^3-1)\ \text{s}\approx 710$ s, or 11.8 min.

**Charge balance.** The density has then dropped by $e^3$, and the film holds $50\,(25/10)/e^3=6.22$ nC/cm². Until $t^*$ no charge reaches $x=L$, so the moment equation reduces to $J=\frac1L\frac{d}{dt}\left(\frac{\rho s^2}{2}\right)$. The passed charge is

$$q=\frac{\rho(t^*)L^2-\rho_0d^2}{2L}=\frac{6.223\cdot25-50\cdot10}{2\cdot25}\ \text{nC/cm}^2=-6.89\ \text{nC/cm}^2 .$$

Thus 43.8 nC/cm² leave through the left surface, but only 6.9 nC/cm² appear in the wire. The rest cancels image charge on the left electrode. Integrating the current therefore does not measure the stored charge.

A calculation with 800 sheets gives the same passed charge. Its last sheet arrives at 717 s, about 1 % late, because it starts half a sheet spacing behind the front. That gap has grown to about 0.13 µm by $t^*$, and at the front speed $\mu E(L)\approx0.017$ µm/s it takes between 7 and 8 s to cross.

**Limits.** At fixed $Q_0$, a layer filling the film ($d\to L$) gives no current. A thin layer ($d\ll L$) starts with $J\to-\mu Q_0^2/(2\varepsilon L)$, but its front needs an exponentially long time to cross.

## Real films and the limits of the law

The numbers are round model values, not data for a particular polymer. A good electret keeps its charge for years, so a decay within minutes is far from its normal use. At fixed charge and geometry, $J(0)$ scales as $\mu$ and $t^*$ as $1/\mu$, while $q$ does not depend on $\mu$. The assumption that real electrets break most clearly is the absence of traps, since deep trapping is what holds their charge. For a carrier that stays in the film until $t^*$, the trapping lifetime would have to be about 20 h to keep the chance of capture at 1 %.

Trapped charge makes field but carries no current, so the step $\rho=\varepsilon\,\partial E/\partial x$ fails for the mobile part. If a fraction $f$ is trapped evenly through the layer, the initial current shrinks by the factor $1-f$. Uneven trapping can even create a current. Take 50 nC/cm² spread uniformly over the film, with the right half trapped. The squared electrode fields are equal, yet with $E=Q(x-L/2)/(\varepsilon L)$

$$J=\frac{\mu}{L}\int_0^{L/2}\frac QL\,E\,dx=-\frac{\mu Q^2}{8\varepsilon L}=-67\ \text{pA/cm}^2 .$$

The other neglected effects are estimated below for the layer of (c). They are small only for the chosen model values, and injection only if the electrode barrier is high enough:

- **Field-dependent mobility.** If $\mu(E)$ is even, the derivation gives $J=\frac{\varepsilon}{L}[G(E(L))-G(E(0))]$ with $G(E)=\int_0^E\mu(E')E'\,dE'$. This still depends only on the squared electrode fields. For hopping over 1 nm at 350 K, with $\mu(E)\propto\sinh(kE)/(kE)$ and $k=e\cdot(1\ \text{nm})/(2k_BT)$, the initial current grows by 1.1 %. This smallness belongs to that law. Disordered polymers often follow the Poole–Frenkel form $\mu\propto e^{\gamma\sqrt{|E|}}$, and then the initial current grows by a factor 1.5 for $\gamma=10^{-3}$ (cm/V)$^{1/2}$ and 3.2 for $\gamma=3\cdot10^{-3}$ (cm/V)$^{1/2}$.
- **Diffusion.** It adds $-D[\rho(L)-\rho(0)]/L$ to $J$, with $D$ the diffusion constant, taken here as $\mu k_BT/e$ at 350 K. In the sheet calculation, with zero density gradient at the contacts, it changes the passed charge by at most 0.21 % of $|q|$ up to $1.5\,t^*$. Going from 400 to 800 sheets moves this figure by 0.005 percentage points.
- **Background conduction.** A uniform conductivity adds nothing to $J$ directly, because $\int E\,dx=0$, but it relaxes the charge. A chosen $10^{-18}$ S/cm would remove 0.4 % of a charge that stayed in the film until $t^*$. The loss here is smaller, because most of the charge leaves earlier. At $10^{-16}$ S/cm the effect is no longer small: $|q|$ falls by 4.5 % and $t^*$ moves to about 890 s.
- **Breakdown and injection.** The largest field is about a fifth of a rough breakdown field of 1 MV/cm. The fields at both electrodes would pull electrons into the film, more strongly at the left. A thermionic estimate at 350 K with a free-electron prefactor and an image-force lowering of 0.12 eV puts the left current equal to $|J(0)|$ at a barrier of 1.3 eV. This is an upper bound, so a clearly higher barrier is sufficient for negligible injection at the start but not necessary. In a low-mobility insulator emission is limited by drift away from the contact, and for an electron mobility of $10^{-10}$ cm²/Vs the same equality comes near 0.5 eV. Later the drift current falls faster than the emission at either electrode. The two streams carry current in opposite directions, however, and in the thermionic estimate at 1.3 eV their difference approaches only about $2.4\,|J|$ as $t\to t^*$. At the initial field, tunnelling through a triangular barrier of 1.3 eV carries a factor of about $e^{-470}$.

The full numerical output follows.

## Table of computed values

```
INPUTS (round model values)
film thickness: 25.0 um
initial depth of charged layer: 10.0 um
initial charge per area: 50.0 nC/cm2
relative permittivity: 2.10
mobility: 1.0e-10 cm2/Vs
temperature: 350 K
START OF THE WORKED EXAMPLE
initial charge density: 50.0 uC/cm3
relaxation time tau: 37.19 s
field at left electrode: -0.2151 MV/cm
field at right electrode: 0.0538 MV/cm
initial current density: -161.34 pA/cm2
COURSE: t (s), front (um), E(0), E(L) (MV/cm), J (pA/cm2)
35.5, 11.55, -0.12220, 0.03670, 50.5201 (size of J)
141.9, 14.59, -0.05767, 0.02375, 10.2704 (size of J)
354.9, 18.91, -0.02999, 0.01824, 2.1078 (size of J)
709.7, 25.00, -0.01674, 0.01674, 0.0000 (size of J)
stopping time t*: 709.7 s = 11.83 min
stopping time from sheets: 717.4 s
charge passed round the circuit: -6.888 nC/cm2
same from sheets: -6.888 nC/cm2
charge still in film at t*: 6.223 nC/cm2
TESTS WITH SHEETS
ramp profile, largest error of law: 0.181 %
layer, largest current error / initial J: 0.334 %
symmetric profile, charge lost from film: 86.0 %
symmetric profile, largest passed charge / Q: 6.6e-16
centred asymmetric profile, passed charge / Q: 0.0962
uniform charge, right half trapped: J = -67.23 pA/cm2
NEGLECTED EFFECTS
diffusion, change of passed charge: 0.206 %
its shift from 400 to 800 sheets: -0.005 % points
hopping over 1.0 nm, change of initial J: 1.13 %
background conductivity (chosen): 1.0e-18 S/cm
charge relaxed by it until t*: 0.38 %
breakdown field (rough): 1.0 MV/cm
largest field / breakdown field: 0.215
barrier where electron injection equals initial J: 1.30 eV
tunnelling exponent at that barrier: 470
trapping lifetime for 1 % loss until t*: 19.6 h
```
